# The SOSEX Self-Energy from the Exchange Vertex, on the Imaginary Axis

A half-filled two-site model with hopping \(t=1\) eV, on-site repulsion \(U=3\) eV and intersite repulsion \(V=1\) eV has Hartree–Fock levels at \(\mp1.5\) eV, measured from their midpoint. For the occupied (even) orbital its bare second-order exchange self-energy has a pole at \(1.5+3.0=4.5\) eV, the empty level plus the bare gap, with residue \(-1\) eV². When one of the two Coulomb lines is screened, the imaginary-frequency integrand still contains the bare gap in its denominators. Yet the result has no pole at 4.5 eV. This element has one pole (that of the empty orbital is its mirror image at negative energy), at 6.0826 eV, where the GW pole lies, with residue \(-0.4820\) eV². The theorem below accounts for the position and the weight.

## Assumptions and conventions

The temperature is zero and time is imaginary; \(1=(\mathbf r_1,\sigma_1,\tau_1)\), \(G(1,2)=-\langle T\psi(1)\psi^\dagger(2)\rangle\) and \(F(\tau)=\int\frac{d\omega}{2\pi}e^{-i\omega\tau}F(i\omega)\). The interaction \(v\) is instantaneous, spin independent and positive semidefinite.

(A1) In the final expressions \(G\) is a mean-field propagator with real orbitals, \(G_r(i\omega)=1/(i\omega-\varepsilon_r)\), with energies measured from a chemical potential inside a gap. Indices \(i,j\) are occupied (\(n=1\)), \(a,b\) empty, \(p,q,r,s,t,u\) arbitrary, and \(\Delta_{ia}=\varepsilon_a-\varepsilon_i>0\).

(A2) In the vertex, the self-energy is replaced by bare exchange and the vertex equation is iterated once.

(A3), used only where stated: \(W\) is the RPA screened interaction built from the same \(G\).

Integrals are \((pq|rs)=\iint\phi_p\phi_q(\mathbf r)\,v\,\phi_r\phi_s(\mathbf r')\), and \(x=i\nu\). The factor \(g\) is 2 for spatial orbitals of a closed shell and 1 for spin orbitals.

## Theorem

(a) Under A1 and A2, \(\Sigma=\Sigma^{GW}+\Sigma^{S}\) with
\[
\Sigma^{S}_{pq}(i\omega)=\int\frac{d\nu}{2\pi}\sum_r G_r(i\omega+i\nu)\sum_{ia}(pr|W(i\nu)|ia)\left[\frac{(ra|iq)}{i\nu-\Delta_{ia}}-\frac{(ri|aq)}{i\nu+\Delta_{ia}}\right].\tag{1}
\]
The integral converges with the full \(W\), and \(g\) enters through \(W\) alone. This is the second-order screened exchange (SOSEX) self-energy.

(b) Under A3 as well, with the RPA modes \(\Omega_m,X^m,Y^m\) of Lemma 4,
\[
\Sigma^S_{pq}(z)=-\sum_m\left[\sum_b\frac{w^m_{pb}\,a^m_{qb}}{z-\varepsilon_b-\Omega_m}+\sum_j\frac{w^m_{pj}\,a^m_{jq}}{z-\varepsilon_j+\Omega_m}\right],\tag{2}
\]
\[
w^m_{pr}=\sqrt g\sum_{ia}(pr|ia)(X+Y)^m_{ia},\qquad a^m_{rq}=\frac1{\sqrt g}\sum_{ia}\big[(ra|iq)X^m_{ia}+(ri|aq)Y^m_{ia}\big].
\]

(c) Exchanging the roles of the bare and the screened line gives the transposed matrix \(\Sigma^S_{qp}(i\omega)\).

## Lemmas

**Lemma 1 (self-energy and vertex).** With a probe potential \(\varphi\), total field \(\mathcal V=\varphi+v\rho\) and \(G^{-1}=-\partial_\tau-h-\mathcal V-\Sigma\),
\[
\Sigma(1,2)=-\int G(1,3)\,\Gamma(3,2;4)\,W(4,1^+),\qquad \Gamma(3,2;4)=\delta(3,2)\delta(3,4)+\frac{\delta\Sigma(3,2)}{\delta\mathcal V(4)}.
\]

*Proof.* With the probe, \(G=-\langle TS\psi\psi^\dagger\rangle/\langle TS\rangle\) and \(S=e^{-\int\varphi\hat\rho}\). The Heisenberg equation \(\partial_\tau\psi(1)=-[h+\varphi+\int v(1^+,3)\hat\rho(3)]\psi(1)\) has \(\hat\rho\) to the left of \(\psi\), which the label \(1^+\) preserves under time ordering. Adding the jump of \(G\) at equal times,
\[
(-\partial_\tau-h-\varphi)G(1,2)=\delta(1,2)-\int v(1^+,3)\langle T\hat\rho(3)\psi(1)\psi^\dagger(2)\rangle .
\]
Varying numerator and denominator of \(G\) gives \(\delta G(1,2)/\delta\varphi(3)=\langle T\hat\rho(3)\psi(1)\psi^\dagger(2)\rangle+\rho(3)G(1,2)\). Substitution moves \(v\rho\,G\) to the left and leaves \(\Sigma G=-\int v\,\delta G/\delta\varphi\). From \(GG^{-1}=1\) follows \(\delta G=-G\,\delta G^{-1}G\). Define \(\Gamma=-\delta G^{-1}/\delta\mathcal V\), which is the stated form. The chain rule gives \(\delta G/\delta\varphi=G\Gamma G\,\delta\mathcal V/\delta\varphi\). Multiplying by \(G^{-1}\) from the right and defining \(W(4,1)=\int[\delta\mathcal V(4)/\delta\varphi(3)]\,v(3,1)\) completes the proof. ∎

Since \(\delta\mathcal V=\delta\varphi+v\,\delta\rho\), \(W\) is the total field produced by the probe \(v(\cdot,1)\), and \(W=v+vPW\) with \(P=\delta\rho/\delta\mathcal V\). The choice \(\Gamma=\delta\delta\) gives \(\Sigma^{GW}=-G(1,2)W(2,1^+)\); with \(W\to v\) this is \(\Sigma_x(1,2)=-v(1,2)G(1,2^+)\).

**Lemma 2 (frequency integrals).** If \(f(x)\) is rational, has no pole on the imaginary axis and falls as \(x^{-2}\), then \(\int\frac{d\nu}{2\pi}f(i\nu)\) is the sum of the residues of \(f\) in \(\operatorname{Re}x<0\).

*Proof.* \(d\nu/2\pi=dx/2\pi i\) along the imaginary axis upward. The large semicircle on the left contributes nothing and closes the path counterclockwise. ∎

**Lemma 3 (pair propagator).**
\[
\int\frac{d\omega'}{2\pi}G_t(i\omega'+i\nu)G_u(i\omega')=\frac{n_u-n_t}{i\nu+\varepsilon_u-\varepsilon_t}.
\]

*Proof.* In the variable \(y=i\omega'\) the poles are \(y=\varepsilon_u\), on the left when \(u\) is occupied, with residue \(1/(\varepsilon_u+i\nu-\varepsilon_t)\), and \(y=\varepsilon_t-i\nu\), on the left when \(t\) is occupied, with the opposite residue. Lemma 2 adds them with weights \(n_u\) and \(n_t\). ∎

The result vanishes unless one orbital is occupied and the other empty. It is \(1/(x-\Delta_{ia})\) for \(t=a,u=i\) and \(-1/(x+\Delta_{ia})\) for \(t=i,u=a\).

**Lemma 4 (RPA response).** Let \(K_{ia,jb}=(ia|jb)\), \(\Delta\) the diagonal matrix of gaps, \(M=\Delta^{1/2}(\Delta+2gK)\Delta^{1/2}\) with orthonormal eigenvectors \(Z^m\) and eigenvalues \(\Omega_m^2\), and \(X+Y=\Delta^{1/2}Z/\sqrt\Omega\), \(X-Y=\Delta^{-1/2}Z\sqrt\Omega\). Under A3,
\[
\frac{(pr|W|ia)}{x-\Delta_{ia}}=\sum_m\frac{w^m_{pr}}{\sqrt g}\left[\frac{X^m_{ia}}{x-\Omega_m}-\frac{Y^m_{ia}}{x+\Omega_m}\right],\quad
-\frac{(pr|W|ia)}{x+\Delta_{ia}}=\sum_m\frac{w^m_{pr}}{\sqrt g}\left[\frac{Y^m_{ia}}{x-\Omega_m}-\frac{X^m_{ia}}{x+\Omega_m}\right].
\]

*Proof.* \(K\) is positive semidefinite because \(v\) is, so \(M\) is positive definite and \(\Omega_m>0\). Take the probe \(\varphi_{ia}=(pr|ia)\). The total field is then \(\mathcal V_{ia}=(pr|W|ia)\). In RPA \(\delta G=G\,\delta\mathcal V\,G\), so by Lemma 3 the changes of the density matrix per spin, \(\alpha_{ia}=\delta\rho_{ai}\) and \(\beta_{ia}=\delta\rho_{ia}\), are the two left-hand sides: \((x-\Delta)\alpha=\mathcal V\) and \(-(x+\Delta)\beta=\mathcal V\). The induced density is summed over spin, so \(\mathcal V=\varphi+gKs\) with \(s=\alpha+\beta\). Let \(d=\alpha-\beta\). The difference of the two equations is \(xs-\Delta d=0\), and their sum is \(xd-\Delta s=2\varphi+2gKs\). Eliminating \(d\),
\[
(x^2\Delta^{-1}-\Delta-2gK)s=2\varphi\ \Rightarrow\ s=2\Delta^{1/2}(x^2-M)^{-1}\Delta^{1/2}\varphi=\sum_m(X+Y)^m\frac{2\Omega_m c_m}{x^2-\Omega_m^2},
\]
with \(c_m=(X+Y)^m\cdot\varphi=w^m_{pr}/\sqrt g\). Because \(\Delta^{-1}(X+Y)=(X-Y)/\Omega\), \(d=\sum_m(X-Y)^m\,2xc_m/(x^2-\Omega_m^2)\). Then
\[
\alpha=\frac{s+d}2=\sum_m c_m\frac{X(x+\Omega)-Y(x-\Omega)}{x^2-\Omega^2},\qquad \beta=\frac{s-d}{2}=\sum_m c_m\frac{Y(x+\Omega)-X(x-\Omega)}{x^2-\Omega^2},
\]
and cancelling the common factors gives the statement. ∎

Two consequences follow. First, \((pr|W|ia)=(x-\Delta_{ia})\alpha_{ia}\) vanishes at \(x=\Delta_{ia}\), and likewise at \(-\Delta_{ia}\), unless that point is a mode frequency: at a bare transition energy the independent-particle polarizability diverges and screens the field acting on that transition completely. Second, the induced field is \((pr|W^c|sq)=g\sum_{ia}(sq|ia)s_{ia}=\sum_m w^m_{pr}w^m_{sq}[\frac1{x-\Omega_m}-\frac1{x+\Omega_m}]\), where \(W^c=W-v\).

## Proof of the theorem

**Part (a).** By A2, \(\delta\Sigma/\delta\mathcal V\to-v(3,2)\,\delta G(3,2^+)/\delta\mathcal V(4)\), and one iteration means \(\delta G(3,2)/\delta\mathcal V(4)=G(3,4)G(4,2)\). The vertex correction is \(\Gamma_1=-v(3,2)G(3,4)G(4,2^+)\), and its minus sign cancels that of Lemma 1:
\[
\Sigma^S(1,2)=+\int G(1,3)\,G(3,4)\,G(4,2^+)\,v(3,2)\,W(4,1).\tag{3}
\]
One electron line runs \(2\to4\to3\to1\), and the interaction lines 2–3 and 4–1 cross. There is no closed loop. Neither \(G\) nor the interactions flip spin, so every orbital on the line has the spin of \(q\) and no spin sum arises outside \(W\).

Expand \(G(1,3)\), \(G(3,4)\), \(G(4,2)\) in orbitals \(r,t,u\) and project on \(\phi_p(1)\phi_q(2)\). Point 1 carries \(\phi_p\phi_r\), point 4 carries \(\phi_t\phi_u\), point 3 carries \(\phi_r\phi_t\) and point 2 carries \(\phi_u\phi_q\). With \(\tau_1=\tau\), \(\tau_2=0\), and \(\tau_3=0\) because \(v\) is instantaneous,
\[
\Sigma^S_{pq}(\tau)=\sum_{rtu}(rt|uq)\,G_r(\tau)\int d\tau_4\,G_t(-\tau_4)\,G_u(\tau_4)\,(tu|W(\tau_4-\tau)|pr).
\]
Give \(G_r,G_t,G_u,W\) the frequencies \(\omega_r,\omega_t,\omega_u,\nu\). The \(\tau_4\) phase is \(e^{i(\omega_t-\omega_u-\nu)\tau_4}\), which sets \(\omega_t=\omega_u+\nu\). The \(\tau\) phase is \(e^{-i(\omega_r-\nu)\tau}\), which sets \(\omega_r=\omega+\nu\). The variable \(\omega_u\) occurs in \(G_tG_u\) alone, and Lemma 3 performs its integral:
\[
\Sigma^S_{pq}(i\omega)=\int\frac{d\nu}{2\pi}\sum_{rtu}G_r(i\omega+i\nu)\,(tu|W(i\nu)|pr)\,(rt|uq)\,\frac{n_u-n_t}{i\nu+\varepsilon_u-\varepsilon_t}.
\]
The cases \((t,u)=(a,i)\) and \((i,a)\), with \((ai|W|pr)=(ia|W|pr)=(pr|W|ia)\) for real orbitals, give (1). At large \(\nu\), \(W\to v\) while \(G_r\) and the bracket each fall as \(1/\nu\), so the integrand falls as \(\nu^{-2}\) and the shifts \(1^+,2^+\) are not needed. ∎

**Part (b).** Insert Lemma 4 into (1). The coefficient of \(w_{pr}/(x-\Omega)\) is \(g^{-1/2}\sum[(ra|iq)X+(ri|aq)Y]=a_{rq}\). The coefficient of \(-w_{pr}/(x+\Omega)\) is \(g^{-1/2}\sum[(ra|iq)Y+(ri|aq)X]\), which equals \(a_{qr}\) because \((ri|aq)=(qa|ir)\) and \((ra|iq)=(qi|ar)\). With \(z=i\omega\),
\[
\Sigma^S_{pq}=\int\frac{d\nu}{2\pi}\sum_{rm}\frac{w_{pr}}{x+z-\varepsilon_r}\left[\frac{a_{rq}}{x-\Omega}-\frac{a_{qr}}{x+\Omega}\right].
\]
For \(r=b\) the pole \(x=\varepsilon_b-z\) lies on the right. The first term has no pole on the left, and the second has residue \(-w_{pb}a_{qb}/(z-\varepsilon_b-\Omega)\) at \(x=-\Omega\). For \(r=j\) the pole \(x=\varepsilon_j-z\) lies on the left. The first term has residue \(w_{pj}a_{jq}/(\varepsilon_j-z-\Omega)=-w_{pj}a_{jq}/(z-\varepsilon_j+\Omega)\) there. The second has both poles on the left, with opposite residues. This is (2), and being rational it continues to all complex \(z\). ∎

The same steps applied to \(\Sigma^{GW,c}_{pq}=-\int\frac{d\nu}{2\pi}\sum_rG_r(pr|W^c|rq)\), which has the integrand above with \(a\to w\) and the opposite sign, give (2) with \(-wa\) replaced by \(+w_{pr}w_{qr}\). SOSEX therefore adds no pole to those of GW; it changes the diagonal residues from \(w^2\) to \(w(w-a)\).

**Part (c).** The mirror diagram is (3) with \(W(3,2)v(4,1)\). With \(\tau_1=\tau_4=\tau\) and \(\tau_2=0\) its integrand is \(G(\mathbf r_1\mathbf r_3;\tau-\tau_3)G(\mathbf r_3\mathbf r_4;\tau_3-\tau)G(\mathbf r_4\mathbf r_2;\tau)W(\mathbf r_3\mathbf r_2;\tau_3)v(\mathbf r_4\mathbf r_1)\). Write (3) with the external points exchanged, exchange the names \(\mathbf r_3\) and \(\mathbf r_4\), and substitute \(\tau_4=\tau-\tau_3\). The integrand becomes \(G(\mathbf r_2\mathbf r_4;\tau)G(\mathbf r_4\mathbf r_3;\tau_3-\tau)G(\mathbf r_3\mathbf r_1;\tau-\tau_3)v(\mathbf r_4\mathbf r_1)W(\mathbf r_3\mathbf r_2;-\tau_3)\). For real orbitals \(G\) is symmetric in its spatial arguments. \(W\) is even in \(\tau\), since it is symmetric in space and \(W(1,2)=W(2,1)\). The two integrands agree. ∎

## Remarks

**1. Working form.** Factorize \((pq|rs)=\sum_PB^P_{pq}B^P_{rs}\). Lemma 3 gives \(1/(x-\Delta)-1/(x+\Delta)=-2\Delta/(\nu^2+\Delta^2)\) per pair and spin, so summing \(W=v+vPW\) yields
\[
(pr|W|ia)=\sum_{PQ}B^P_{pr}[(1-\Pi)^{-1}]_{PQ}B^Q_{ia},\qquad \Pi_{PQ}=-g\sum_{jb}B^P_{jb}B^Q_{jb}\frac{2\Delta_{jb}}{\nu^2+\Delta_{jb}^2}.
\]
The substitution \(\nu=L\tan\theta\) gives an integrand \(fL/\cos^2\theta\) that is analytic and \(\pi\)-periodic, because \(f\) is analytic in \(1/\nu\) and starts at \(\nu^{-2}\). It is a function of \(\zeta=e^{2i\theta}=(L+x)/(L-x)\). The \(n\)-point midpoint rule integrates all harmonics \(\zeta^k\) correctly except nonzero multiples of \(n\), so its error falls as \(\eta^n\), where \(\eta\) is the largest value of \(\min(|\zeta|,1/|\zeta|)\) over the poles. As the gap closes, poles of \(G_r\) reach the axis, \(\eta\to1\), and Lemma 2 no longer applies.

**2. Bare limit.** Put \(W=v\) in (1). The integral is the one of part (b) with \(\Omega\to\Delta_{ia}\), and after renaming indices
\[
\Sigma^{SOX}_{pq}(z)=-\sum_{iab}\frac{(pa|ib)(ai|bq)}{z+\varepsilon_i-\varepsilon_a-\varepsilon_b}-\sum_{ija}\frac{(pi|ja)(ia|jq)}{z+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\]
On a Hartree–Fock reference GW+SOSEX is exact through second order in \(v\), with the Hartree–Fock levels counted as zeroth order. In Lemma 1 the first-order part of \(\Gamma\) is \(\Gamma_1\), \(W=v+vPv+O(v^3)\) with the independent-particle \(P\), and \(G\) differs from the reference at order \(v^2\), which alters the Hartree and exchange terms at order \(v^3\). GW alone lacks \(\Sigma^{SOX}\) and errs at order \(v^2\).

**3. Half of the term linear in \(W^c\).** In the expansion of Lemma 1 in powers of \(W\), the first vertex correction comes from \(\Sigma=-GW\) and is \(-W(3,2)G(3,4)G(4,2)\); the variation of \(W\) itself is of order \(W^2\). The crossed diagram then has two screened lines and splits as \(vv+W^cv+vW^c+W^cW^c\). SOSEX keeps the first two pieces. By part (c) the complete term through first order in \(W^c\) is \(\Sigma^S+(\Sigma^S)^T-\Sigma^{SOX}\). For diagonal elements SOSEX holds half of the linear part.

**4. One electron.** Let \(g=1\) with one occupied orbital 1 and a Hartree–Fock reference. Removal from orbital 1 leaves the vacuum, addition to it is forbidden, so the exact \(G_{11}=1/(z-\varepsilon_1)\), \(G_{1b}=0\) and \(\Sigma^c_{11}=0\). GW has hole poles at \(\varepsilon_1-\Omega_m\) with residue \(w_{11}^2\): the electron screens itself. Here \(a_{11}=\sum_a[(1a|11)X+(11|a1)Y]=w_{11}\), so these poles cancel in the element \(\Sigma_{11}\) of GW+SOSEX. The hole residue of the element \(pq\) is \(w_{p1}(w_{q1}-a_{1q})\), which also vanishes for \(\Sigma_{b1}\) but in general not for \(\Sigma_{1b}\) (Remark 5). The particle poles keep \(w_{1b}(w_{1b}-a_{1b})\) with \(w_{1b}-a_{1b}=\sum_aY_{1a}[(1a|1b)-(11|ab)]\). Since \(Y\) is of order \(v\), this remaining error is of order \(v^3\).

**5. Asymmetry.** At a nondegenerate pole the residue matrix \(w_{pj}a_{jq}\) has rank one and is symmetric only if the vectors \(w\) and \(a\) are parallel. In the one-electron case \(w_{q1}-a_{1q}=\sum_aY_{1a}[(q1|1a)-(11|aq)]\) vanishes for \(q=1\) and has no reason to vanish for empty \(q\). \(\Sigma^{SOX}\) is symmetric (exchange \(a\leftrightarrow b\) and \(i\leftrightarrow j\)), so the asymmetry starts at order \(v^3\). The exact self-energy of a real Hamiltonian with a nondegenerate ground state is symmetric, and a calculation that needs off-diagonal elements must state which form it uses.

**6. Sign of the residues.** At weak coupling with nondegenerate gaps each mode reduces to one pair, \(X\to1\), \(Y\to0\). The diagonal residue at \(\varepsilon_b+\Omega_{ia}\) is then \(gA^2-AC\) with \(A=(pb|ia)\), \(C=(pa|ib)\), and it is negative when \(C/A>g\). With bare gaps this pole coincides with \(\varepsilon_a+\Delta_{ib}\), whose residue is \(gC^2-AC\), and the sum \(g(A^2+C^2)-2AC\) is nonnegative. The RPA shifts \(\Omega-\Delta\) of the two pairs differ in general, the poles separate, and the negative residue stands alone. A positive spectral function is not guaranteed.

**7. Other screenings.** Part (a) holds for any \(W(i\nu)\) that is symmetric in its spatial arguments and stays bounded at large \(\nu\). The cancellation of the bare poles rests on A3. If \(W\) comes from other orbital energies or includes a kernel beyond RPA, \((pr|W|ia)\) need not vanish at \(\pm\Delta_{ia}\), and poles at \(\varepsilon_b+\Delta_{ia}\) and \(\varepsilon_j-\Delta_{ia}\) can remain.

## The two-site model

The Hamiltonian is \(-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.})+U\sum_kn_{k\uparrow}n_{k\downarrow}+Vn_1n_2\) with two electrons. The site integrals are \((11|11)=(22|22)=U\) and \((11|22)=V\). For the even and odd orbitals \(\phi_{e,o}=(\phi_1\pm\phi_2)/\sqrt2\), the products \(\phi_e^2\) and \(\phi_o^2\) have site weights \((\frac12,\frac12)\) and \(\phi_e\phi_o\) has \((\frac12,-\frac12)\). Hence \((ee|ee)=(ee|oo)=(oo|oo)=J=(U+V)/2=2\) eV, \((eo|eo)=K=(U-V)/2=1\) eV, and integrals with an odd number of \(o\) vanish. The Fock levels are \(-t+J\) and \(t+2J-K\), so \(\Delta=2t+V=3\) eV, the midpoint is \(\mu=(3J-K)/2=2.5\) eV, and \(\varepsilon_{e,o}=\mp1.5\) eV.

There is one pair, so \(\Omega^2=\Delta(\Delta+4K)=21\) eV² and \(\Omega=4.5826\) eV. Remark 1 gives
\[
(eo|W|eo)=\frac{K}{1+4K\Delta/(\nu^2+\Delta^2)}=K\,\frac{x^2-\Delta^2}{x^2-\Omega^2},
\]
which is \(1/(1+12/9)=0.4286\) eV at \(\nu=0\) and \(1/(1+12/10)=0.4545\) eV at \(\nu=1\) eV. For \(p=q=e\) parity selects \(r=o\), with \((ra|iq)=J\) and \((ri|aq)=K\). The numerator of \(W\) removes both bare denominators of (1):
\[
\Sigma^S_{ee}=\int\frac{d\nu}{2\pi}\frac{K[J(x+\Delta)-K(x-\Delta)]}{(x+z-\varepsilon_o)(x^2-\Omega^2)}=\frac{R_S}{z-\varepsilon_o-\Omega},\qquad R_S=-\frac{K[K(\Omega+\Delta)-J(\Omega-\Delta)]}{2\Omega},
\]
from the one left pole \(x=-\Omega\). The pole is at \(P=1.5+4.5826=6.0826\) eV and \(R_S=-(7.5826-2\times1.5826)/9.1652=-0.4820\) eV². Equation (2) agrees: \(X+Y=\sqrt{\Delta/\Omega}=0.8091\), \(X=1.0225\), \(Y=-0.2134\), and \(-wa=-K(X+Y)(KX+JY)=-0.8091\times(1.0225-0.4268)=-0.4820\) eV². The negative \(Y\), weighted by the larger integral \(J\), is the main reduction from the SOX residue \(-K^2\). The GW residue is \(R_{GW}=2K^2\Delta/\Omega=1.3093\) eV², and the sum is 0.8273 eV².

At \(z=i\) eV, \(1/(i-6.0826)=-(6.0826+i)/37.998\), so \(\Sigma^{GW,c}_{ee}=-0.2096-0.0345i\) eV and \(\Sigma^S_{ee}=0.0772+0.0127i\) eV, while \(\Sigma^{SOX}_{ee}=(4.5+i)/21.25=0.2118+0.0471i\) eV. The midpoint rule applied to (1) with \(L=3\) eV misses the closed form by \(2.9\times10^{-4}\), \(1.6\times10^{-7}\) and \(4.7\times10^{-14}\) eV for 8, 16 and 32 points. The controlling pole is \(x=1.5-i\), with \(\eta^2=(1.5^2+1)/(4.5^2+1)\), \(\eta=0.391\), and \(\eta^8=5.5\times10^{-4}\) is the ratio of the first two errors.

On the Hartree–Fock reference the exchange term is already in \(\varepsilon_e\), and parity makes \(\Sigma\) diagonal. The removal energy solves \((z-\varepsilon_e)(z-P)=R\), with lower root
\[
z=2.2913-\sqrt{14.374+R},
\]
which is \(-1.6689\) eV for GW and \(-1.6076\) eV for GW+SOSEX. The model is solved exactly by the \(2\times2\) matrix of the configurations \(e^2\) and \(o^2\), with diagonal \(J\mp2t\) and coupling \(K\): \(E_2=J-S=-0.2361\) eV with \(S=\sqrt{4t^2+K^2}\), and \(E_1=-t\). The removal energy is \(E_2-E_1-\mu=-\Delta/2-(S-2t)=-1.7361\) eV. Relative to it the errors are \(+0.0672\) eV for GW and \(+0.1285\) eV for GW+SOSEX.

At this coupling SOSEX makes the answer worse. The root falls monotonically as \(R\) grows, GW already lies above the exact value, and \(R_S<0\) raises it further. The shared pole is also too high. The exact \(G_{ee}\) has a second pole, from adding an even electron to \(o^2\); three electrons on two sites have interaction energy \(U+2V=3J-K\) and here kinetic energy \(+t\), which puts it at \(\Delta/2+S=3.74\) eV. The pole of the exact \(\Sigma_{ee}\) is the zero of \(G_{ee}\) between its two poles and so lies below 3.74 eV, against 6.08 eV. By part (b) SOSEX cannot move it.

For weak coupling scale \(U,V\) by \(\lambda\). To first relative order \(\Omega\approx\Delta+2K\), the denominator is \(\Delta+\Omega\approx4t(1+J/2t)\), \(R_{GW}\approx2K^2(1-K/t)\), and \(R_S\approx-K^2[2\Delta+2K-2J]/(2\Delta+4K)\approx-K^2[1-(K+J)/2t]\). The exact shift is \(-K^2/4t+O(\lambda^4)\). The errors are
\[
\delta_{GW}\approx-\frac{K^2}{4t}+\frac{K^2(2K+J)}{4t^2},\qquad \delta_{GW+S}\approx+\frac{3K^3}{8t^2}.
\]
At \(\lambda=0.1\) (\(K=0.1\), \(J=0.2\) eV) these estimates are \(-0.0015\) and \(+0.0004\) eV. The quadratic equation and the exact formula give \(-1.05417\), \(-1.05218\) and \(-1.05250\) eV for GW, GW+SOSEX and the model's exact value, that is errors of \(-0.00167\) and \(+0.00032\) eV. The base-2 logarithm of the ratio of errors at \(\lambda=0.01\) and \(0.005\) is 1.97 for GW and 2.99 for GW+SOSEX, the orders 2 and 3 of Remark 2. The GW error is negative at \(\lambda=0.1\) and positive at \(\lambda=1\), so it passes through zero in between, and near that coupling GW is accurate through a cancellation between orders.
